# Pair Coupled-Cluster Doubles: Cubic-Cost Amplitude Equations and Two-Electron Exactness

## 1. Definitions and scope

The spatial orbitals $\phi_p$ are real and orthonormal. Indices $i,j$ run over the $o$ orbitals that are doubly occupied in the reference $|0\rangle$, $a,b$ over the $v$ empty ones, and $p,q,r,s$ over all $N=o+v$. In Gaussian units the integrals are

$$h_{pq}=\int\phi_p\Big(-\frac{\hbar^2}{2m}\nabla^2+u\Big)\phi_q\,d^3r,\qquad (pq|rs)=e^2\!\iint\frac{\phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

where $u$ is the external potential energy. Two special sets are needed: $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$, with $J_{pp}=K_{pp}$.

A pair is created by $P_p^\dagger=a_{p\uparrow}^\dagger a_{p\downarrow}^\dagger$, so $P_p=a_{p\downarrow}a_{p\uparrow}$. Pair operators of different orbitals commute, and $(P_p^\dagger)^2=0$. Pair coupled-cluster doubles (pCCD) uses

$$|\Psi\rangle=e^T|0\rangle,\qquad T=\sum_{ia}t_{ia}P_a^\dagger P_i .$$

With $|ia\rangle=P_a^\dagger P_i|0\rangle$, energy and amplitudes follow from

$$E=\langle0|e^{-T}He^T|0\rangle,\qquad R_{ia}=\langle ia|e^{-T}He^T|0\rangle=0 .$$

Two statements are derived. First, given $h_{pp}$, $J$ and $K$, all $R_{ia}$ together cost $O(o^2v+ov^2)$ operations. This is the cost of one evaluation; integral transformation and orbital optimization are separate. Second, for two electrons in a singlet state, the lowest pCCD root minimized over the orbitals equals the ground singlet energy of full configuration interaction (full CI) in the same one-particle space.

## 2. The Hamiltonian between paired states

The Hamiltonian is

$$H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs,\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

Since $T$ moves whole pairs, the states on both sides of $H$ in the pCCD equations have every orbital empty or doubly occupied. Let $n_p=P_p^\dagger P_p$, which is 0 or 1. The terms that survive are these.

- One-electron terms need $p=q$ and give $2h_{pp}n_p$.
- If $q\ne s$, two pairs are broken and must be repaired. The choice $p=q$, $r=s$ gives $\tfrac12\cdot4J_{qs}n_qn_s$, from four spin combinations. The choice $p=s$, $r=q$ requires $\sigma=\tau$; one anticommutation gives a minus sign and two spins contribute, hence $-\tfrac12\cdot2K_{qs}n_qn_s$.
- If $q=s$, the spins are opposite and a whole pair is removed, so $p=r$. Both spin orders give $P_p^\dagger P_q$ with the same sign, hence $\tfrac12\cdot2K_{pq}P_p^\dagger P_q$. Its $p=q$ part is $J_{pp}n_p$.

Therefore $H$ may be replaced by

$$H_0=\sum_p\varepsilon_pn_p+\sum_{p\ne q}W_{pq}n_pn_q+\sum_{p\ne q}K_{pq}P_p^\dagger P_q,$$

$$\varepsilon_p=2h_{pp}+J_{pp},\qquad W_{pq}=2J_{pq}-K_{pq}\quad(p\neq q).$$

The last term of $H_0$ lets a pair hop between orbitals. The reference energy is $E_0=\sum_i\varepsilon_i+\sum_{i\ne j}W_{ij}$.

## 3. Amplitude equations

**Removing the left exponential.** Acting to the left, $T$ can only undo the excitation in $\langle ia|$, so $\langle ia|T=t_{ia}\langle0|$, while $\langle0|T=0$. Hence $\langle ia|e^{-T}=\langle ia|-t_{ia}\langle0|$ and

$$R_{ia}=\langle ia|H_0|\Psi\rangle-E\,t_{ia},\qquad E=\langle0|H_0|\Psi\rangle=E_0+S,\quad S=\sum_{jb}K_{jb}t_{jb}.$$

**Coefficients of the state.** In $|\Psi\rangle$ the reference has coefficient 1 and $|ia\rangle$ has $t_{ia}$. A configuration with pairs moved from $i\ne j$ to $a\ne b$ arises from four terms of $\tfrac12T^2$, equal in twos, so its coefficient is $t_{ia}t_{jb}+t_{ib}t_{ja}$. Higher excitations differ from $|ia\rangle$ by at least two pair moves and do not couple to it through $H_0$.

**Projection.** Replacing an occupied pair $i$ by $a$ changes the diagonal energy by

$$\Delta_{ia}=\varepsilon_a-\varepsilon_i+2\sum_{j\ne i}(W_{aj}-W_{ij}),$$

where the factor 2 comes from the ordered sum over $p\ne q$. Collecting one pair hop into $|ia\rangle$ from each configuration gives

$$\begin{aligned}\langle ia|H_0|\Psi\rangle={}&K_{ia}+(E_0+\Delta_{ia})t_{ia}+\sum_{b\ne a}K_{ab}t_{ib}+\sum_{j\ne i}K_{ij}t_{ja}\\&+\sum_{j\ne i}\sum_{b\ne a}K_{jb}(t_{ia}t_{jb}+t_{ib}t_{ja}).\end{aligned}$$

The last line costs $O(o^2v^2)$ if it is summed as written for every $i,a$.

**Completing the sums.** Define

$$X_i=\sum_bK_{ib}t_{ib},\qquad Y_a=\sum_jK_{ja}t_{ja},\qquad Q_{ia}=\sum_j\Big(\sum_bt_{ib}K_{jb}\Big)t_{ja}.$$

Extend each restricted sum to all $j,b$, subtract the row $j=i$ and the column $b=a$, and add back their common element:

$$\sum_{j\ne i,\,b\ne a}K_{jb}t_{jb}=S-X_i-Y_a+K_{ia}t_{ia},$$

$$\sum_{j\ne i,\,b\ne a}K_{jb}t_{ib}t_{ja}=Q_{ia}-t_{ia}X_i-t_{ia}Y_a+K_{ia}t_{ia}^2 .$$

Multiply the first line by $t_{ia}$ and add the second. On subtracting $Et_{ia}=(E_0+S)t_{ia}$, both $E_0$ and $S$ cancel:

$$\boxed{\begin{aligned}R_{ia}={}&K_{ia}+\Delta_{ia}t_{ia}+\sum_{b\ne a}K_{ab}t_{ib}+\sum_{j\ne i}K_{ij}t_{ja}+Q_{ia}\\&-2t_{ia}(X_i+Y_a)+2K_{ia}t_{ia}^2=0.\end{aligned}}$$

The cancellation of $S$, a sum over the whole system, is what later allows separate fragments to decouple.

For two pairs in five orbitals with random integrals and amplitudes, this expression was tested against direct application of $e^{-T}He^T$ in Fock space. The largest difference was $9\times10^{-16}$ in the unit of the random integrals.

## 4. Cost and implementation

Store $t$ and $K_{ia}$ as $o\times v$ matrices, and set the diagonals of the occupied block $K^{oo}$ and the virtual block $K^{vv}$ to zero. One evaluation then consists of:

1. the product $t\,K^{vv}$, with $ov^2$ multiplications;
2. the product $K^{oo}t$, with $o^2v$;
3. the intermediate $M=t\,(K^{ov})^{\mathsf T}$ and then $Q=Mt$, with $o^2v$ each;
4. $X$, $Y$ and the elementwise terms, with $6ov$ in a direct arrangement.

The total is $ov^2+3o^2v+6ov$. For $o=10$, $v=20$ this is $4000+6000+1200=11\,200$, equal to the number of multiplications counted during execution. A direct loop over the restricted sums took $188\,400$, about 17 times as many. Of these, $2o^2v^2=80\,000$ come from re-summing $S$ in $Et_{ia}$ for every $i,a$; without them the count is $108\,400$, about 10 times as many. Doubling from $o=20$, $v=40$ to $o=40$, $v=80$ raised the factorized count by 7.77; the limit is 8, and the $6ov$ term accounts for the difference.

New orbitals require new $J$ and $K$. Transforming one index of a full four-index array costs $O(N^5)$, since each of $N^4$ elements is a sum of $N$ terms. This step can dominate the calculation, so the cubic count must not be quoted for the orbital-optimized method as a whole.

When all $|K|$ are small compared with positive gaps $\Delta_{ia}$, the leading solution is $t_{ia}\simeq-K_{ia}/\Delta_{ia}$, with $E\simeq E_0-\sum_{ia}K_{ia}^2/\Delta_{ia}$. It is a useful starting guess, but it fails for small gaps. The equations are nonlinear and have several roots, so a vanishing residual does not identify the desired one.

## 5. One pair: an eigenvalue problem

Let orbital 1 be occupied and write $t_a$ for $t_{1a}$. Then $X_1=S$, $Y_a=K_{1a}t_a$ and $Q_{1a}=St_a$. The nonlinear terms combine as

$$St_a-2t_a(S+K_{1a}t_a)+2K_{1a}t_a^2=-St_a,$$

and $\Delta_{1a}=\varepsilon_a-\varepsilon_1$. With $E=\varepsilon_1+S$, the condition $R_{1a}=0$ becomes

$$K_{1a}+\varepsilon_at_a+\sum_{b\ne a}K_{ab}t_b=E\,t_a .$$

Together with $\varepsilon_1+\sum_bK_{1b}t_b=E$, this is $A\mathbf c=E\mathbf c$ for $\mathbf c\propto(1,t_2,t_3,\dots)$, where $A_{pp}=\varepsilon_p$ and $A_{pq}=K_{pq}$ otherwise. The matrix $A$ is $H$ among the configurations $P_p^\dagger|\mathrm{vac}\rangle$. Each pCCD root is thus an eigenvalue of $A$, and each eigenvector with $c_1\ne0$ supplies a root. By the variational principle, no root lies below the full-CI ground singlet energy. An implementation can verify its root by diagonalizing $A$.

With a single virtual orbital, $K+\Delta t-Kt^2=0$, and the lower root gives

$$E-E_0=\tfrac12\Big(\Delta-\sqrt{\Delta^2+4K^2}\Big).$$

For $\Delta\gg K$ this tends to $-K^2/\Delta$. For $\Delta\to0$ it tends to $-K$ (with $K>0$) and $t\to-1$: both configurations have equal weight, and the amplitude stays finite where the perturbative guess diverges.

## 6. Exactness after orbital optimization

**Proof.** In an orthonormal real basis $\chi_p$, a two-electron singlet has the spatial function $\sum_{pq}C_{pq}\chi_p(\mathbf r_1)\chi_q(\mathbf r_2)$. Its spin factor is antisymmetric, so $C$ is symmetric. As $H$ is real, the ground-state $C$ can be chosen real, and an orthogonal matrix $U$ diagonalizes it:

$$C=U\,\mathrm{diag}(c_1,c_2,\dots)\,U^{\mathsf T}.$$

In the orbitals given by the columns of $U$, the natural orbitals, the state is $\sum_pc_pP_p^\dagger|\mathrm{vac}\rangle$. It contains no configuration with two singly occupied orbitals. Label the largest $|c_p|$ as $c_1$; it cannot vanish for a normalized state. Then $t_a=c_a/c_1$ reproduces the full-CI state, since $T^2|0\rangle=0$ for one pair. The lower bound of Section 5 is attained, so the minimum over orbitals is the full-CI energy.

The argument fails for a triplet. There $C$ is antisymmetric, so $\mathbf u^{\mathsf T}C\mathbf u=0$ for every real vector $\mathbf u$, and no choice of real orbitals produces a paired component.

**Orbital gradient.** Define the action of the Hamiltonian on $C$ by

$$(\mathcal HC)_{pq}=(hC+Ch)_{pq}+\sum_{rs}(pr|qs)C_{rs},$$

so that $E=\sum_{pq}C_{pq}(\mathcal HC)_{pq}$ when $\sum_pc_p^2=1$. Rotate $U\to Ue^{\kappa}$ with $\kappa_{qp}=-\kappa_{pq}$. In the orbital basis, the first-order change of $C$ is

$$[\kappa,\mathrm{diag}(c)]_{pq}=\kappa_{pq}(c_q-c_p).$$

The response of $\mathbf c$ does not contribute, because $\mathbf c$ is a normalized eigenvector of $A$. With $G=U^{\mathsf T}(\mathcal HC)U$, the quadratic form supplies a factor 2 and the elements $pq$ and $qp$ another:

$$\frac{dE}{d\kappa_{pq}}=4(c_q-c_p)G_{pq}.$$

Finite differences of re-solved pCCD energies confirmed this to $3\times10^{-8}$ eV in the model below. The formula holds for one pair. With more pairs the projected energy is not in general an expectation value, and the response of the amplitudes must be included.

**What an optimizer finds.** If all $c_p$ differ, a zero gradient implies $G_{pq}=0$ for $p\ne q$. The pair equation gives $G_{pp}=Ec_p$. Together these mean $\mathcal HC=EC$, so a stationary point is a full-CI eigenstate, though possibly an excited one.

A local minimum with distinct $c_p$ must be the ground singlet. Otherwise, mix a small amount $\eta$ of the normalized ground state $\Phi$, of energy $E_{\rm g}<E$, into $C$. The energy becomes $(E+\eta^2E_{\rm g})/(1+\eta^2)<E$. Because the $c_p$ are distinct, the natural orbitals of $C+\eta\Phi$ lie close to $U$, and their lowest pair energy is no higher than this value. That contradicts a local minimum. If some $c_p$ coincide, the stationary-point argument is incomplete, but the global-minimum proof stands. Nearly equal coefficients also make the corresponding gradient small, so a small gradient alone is a weak test of converged orbitals.

## 7. Two noninteracting fragments

Let every orbital lie on fragment $A$ or $B$, with no integrals between them. Set the amplitudes that move a pair between fragments to zero. For $i\in A$, $b\in B$, every term of $R_{ib}$ then contains either an inter-fragment $K$ or an inter-fragment $t$, so $R_{ib}=0$. For $i,a\in A$, all sums reduce to fragment $A$. Hence $T=T_A+T_B$ is a solution and $E=E_A+E_B$.

**Linear pair CI** keeps the reference and the $|ia\rangle$ but not the simultaneous excitation $T_AT_B|0\rangle$. For two equal fragments with one virtual orbital each, the reference couples to the normalized sum of two excitations with strength $\sqrt2K$. The energy lowering and its expansion are

$$\tfrac12\Big(\Delta-\sqrt{\Delta^2+8K^2}\Big)\simeq-\frac{2K^2}{\Delta}+\frac{4K^4}{\Delta^3}.$$

Twice the fragment result is $-2K^2/\Delta+2K^4/\Delta^3$. The additivity error therefore begins at $+2K^4/\Delta^3$.

**Delocalized orbitals** $(\phi_p^A\pm\phi_p^B)/\sqrt2$ leave the reference determinant unchanged but restrict $T$ differently. Each $J_{pq}$ and $K_{1a}$ is halved, and the two occupied orbitals acquire a pair hop $\tfrac12J_{11}$, the two virtual ones $\tfrac12J_{aa}$. The new gap is

$$\Delta'=2(h_{aa}-h_{11})+\tfrac12J_{aa}-\tfrac32J_{11}+2J_{1a}-K_{1a}.$$

By symmetry the four amplitudes are equal. To first order in $K_{1a}$ they satisfy $\tfrac12K_{1a}+(\Delta'+\tfrac12J_{11}+\tfrac12J_{aa})t=0$, and the energy lowering $4\cdot\tfrac12K_{1a}t$ is

$$-\frac{K_{1a}^2}{\Delta+2J_{1a}-K_{1a}}\qquad\text{instead of}\qquad-\frac{2K_{1a}^2}{\Delta}.$$

For a repulsion $w(\mathbf r,\mathbf r')\ge0$, $J_{1a}\ge0$ and $J_{1a}-K_{1a}=\tfrac12\iint[\phi_1(\mathbf r)\phi_a(\mathbf r')-\phi_a(\mathbf r)\phi_1(\mathbf r')]^2w\,d^3r\,d^3r'\ge0$. Hence $2J_{1a}-K_{1a}\ge0$, and with $\Delta>0$ at least half of the leading correlation energy is lost. Size consistency of pCCD thus depends on orbitals that can localize.

## 8. Worked example

The model is a chain of five sites, $n=0,\dots,4$, with site energies $0.4\,n$ eV and matrix element $-2.0$ eV between neighbours. Two electrons at distance $d$ sites repel with $V(d)=6.0/(1+d)$ eV. Full CI is exact within this model and is obtained by diagonalizing the two-electron Hamiltonian in the site basis.

| Two electrons | Energy (eV) |
|---|---|
| Hartree–Fock (restricted, closed shell) | $-2.2258$ |
| pCCD, Hartree–Fock orbitals | $-2.5387$ |
| pCCD, optimized orbitals | $-2.6277$ |
| Full CI | $-2.6277$ |

Hartree–Fock means here the restricted closed-shell solution. In this model a determinant with different orbitals for the two spins lies lower, at about $-2.390$ eV, but it is not a pure singlet. Measured from the restricted solution, the correlation energy is $-2.627736+2.225778=-0.401958\approx-0.4020$ eV. In Hartree–Fock orbitals, pCCD misses $0.0891$ eV, or 22% of its magnitude. This figure, like the table entry, refers to the canonical orbitals, the eigenvectors of the Fock matrix. The Hartree–Fock determinant does not fix the virtual orbitals, and pCCD is not invariant under rotations among them, so another choice of virtual orbitals gives another value. Optimization removes this error to rounding accuracy. The optimized reference determinant lies at $-2.2115$ eV, above Hartree–Fock by $0.0143$ eV: the orbitals that are best for the correlated state are not those that minimize a closed-shell determinant.

The optimized amplitudes are $-0.3119$, $-0.0683$, $-0.0092$ and $-0.0289$. Their squares sum to $0.1029$, so

$$c_1=\frac1{\sqrt{1.1029}}=0.952,\qquad c_2=-0.3119\times0.952=-0.297 .$$

All five coefficients agree with the natural amplitudes of the full-CI state. The reference has weight $c_1^2=0.907$. The negative signs reduce the amplitude for both electrons on one site, $\sum_pc_p\phi_p(n)^2$, relative to its leading term.

For two noninteracting chains, twice the full-CI energy is $-5.2555$ eV, and pCCD in localized orbitals reproduces it. Linear pair CI in the same orbitals gives $-5.1899$ eV, too high by $0.0656$ eV. In delocalized orbitals the pCCD solution found lies at $-4.6286$ eV, too high by $0.6269$ eV. Measured from the common determinant at $2(-2.2115)=-4.4230$ eV, it recovers $0.206$ of $0.832$ eV, about one quarter. The loss exceeds the half implied by the halved couplings, in the direction given by the enlarged denominator of Section 7.

For one pair, pCCD reproduces CI over all paired configurations in any orbitals for which the CI state has $c_1\ne0$ (Section 5); for several interacting pairs this no longer holds in general. For four electrons on one chain, in the eigenorbitals of $h$, pCCD gives $8.0710$ eV. CI over all paired configurations in those orbitals gives $8.0702$ eV, lower by $0.0008$ eV. The difference arises because pCCD ties the coefficient of a double pair excitation to products of amplitudes, whereas CI leaves it free. Configurations with broken pairs are absent from both calculations; the orbitals were not optimized and the four-electron full-CI energy was not computed. Further digits are in the numerical output below.

## Values computed for the example and the checks

```
Number of sites: 5
Hopping strength: 2.0 eV
Site-energy increase per site: 0.4 eV
On-site repulsion U: 6.0 eV; V(d) = U/(1+d)
V(d) for d = 0..4: [6.  3.  2.  1.5 1.2] eV
Residual, formula minus Fock space, max: 8.9e-16 (model unit)
Orbital gradient error, max: 3.1e-08 eV
Multiplications, factorized, o=10 v=20: 11200
Multiplications, restricted sums, o=10 v=20: 188400
Multiplications, factorized, o=20 v=40: 84800
Multiplications, factorized, o=40 v=80: 659200
Growth on doubling o and v, factorized: 7.77
Multiplications, restricted sums, o=5 v=10: 11100
Growth on doubling, restricted sums: 16.97
Two electrons, Hartree-Fock energy: -2.225778 eV
Two electrons, pCCD in HF orbitals: -2.538662 eV
Two electrons, pCCD optimized orbitals: -2.627736 eV
Two electrons, full CI: -2.627736 eV
Correlation energy, full CI minus HF: -0.401958 eV
Error of pCCD in HF orbitals: 0.089074 eV
Error of optimized pCCD, magnitude: 4.9e-15 eV
Reference energy, optimized orbitals: -2.211491 eV
Optimized amplitudes t_a: [-0.31187 -0.06834 -0.0092  -0.02894]
Optimized pair coefficients: [ 0.95223 -0.29697 -0.06507 -0.02755 -0.00876]
Full-CI natural amplitudes: [ 0.95223 -0.29697 -0.06507 -0.02755 -0.00876]
Largest element of HC - EC: 7.1e-09 eV
Two copies, twice full CI: -5.255471 eV
Two copies, pCCD localized: -5.255471 eV
Two copies, pCCD delocalized: -4.628621 eV
Two copies, linear pair CI: -5.189898 eV
Additivity error, linear pair CI: 0.065573 eV
Additivity error, delocalized pCCD: 0.626850 eV
Four electrons, pCCD, orbitals of h: 8.070986 eV
Four electrons, full pair CI, same: 8.070157 eV
Four electrons, pCCD minus pair CI: 0.000829 eV
```
